# Rigid augmentation charges in the ultrasoft Hartree and exchange-correlation stress

Suppose a plane-wave program already computes stresses for norm-conserving pseudopotentials, and ultrasoft ones are to be added. The energy routines need the augmented density in place of the smooth one. Can the stress routines be treated in the same way, by handing them the augmented density and leaving their formulas alone? Every relaxation of a cell under pressure hangs on the answer. If a term is missing, the relaxation stops where the reported stress has the target value, and the energy of the same calculation has a different slope there.

## The belief and its appeal

The belief is that the Hartree and exchange-correlation (xc) stress formulas are complete once they are evaluated with the augmented density. Two arguments speak for it.

The first is that both energies are functionals of the density alone. The augmented density $n$ gives the right energies, so it should give the right stresses. The premise is true, but a stress is a derivative, and it needs the change of $n$ under strain as well as $n$ itself. The usual formulas have one particular change built in.

The second is that the energy is stationary at self-consistency, so changes of the density should drop out. Stationarity removes the response of the orbital coefficients. It does not remove a change of density that the strain causes while those coefficients are held fixed, and the augmentation charge has such a change.

## Energy and strain

I use Hartree atomic units, fixed occupations $f_i$, the $\Gamma$ point and a local density approximation (LDA). Atom $I$ sits at $\mathbf R_I$ and carries localized projectors $\beta_n$ and real augmentation functions $Q_{nm}$. The density is

$$n(\mathbf r)=\sum_i f_i|\phi_i(\mathbf r)|^2+\sum_I n_I(\mathbf r),\qquad n_I(\mathbf r)=\sum_{nm}\rho^I_{nm}Q_{nm}(\mathbf r-\mathbf R_I),$$

with $\rho^I_{nm}=\sum_i f_i\langle\phi_i|\beta^I_n\rangle\langle\beta^I_m|\phi_i\rangle$. The orbitals obey $\langle\phi_i|S|\phi_j\rangle=\delta_{ij}$, where

$$S=1+\sum_{I,nm}q_{nm}|\beta^I_n\rangle\langle\beta^I_m|,\qquad q_{nm}=\int Q_{nm}\,d^3r .$$

The energy is

$$E=T+\sum_{I,nm}D^0_{nm}\rho^I_{nm}+E_H[n]+E_{xc}[n]+E_{loc}[n]+E_{II},$$

where $T$ is the kinetic energy of the smooth orbitals, $D^0_{nm}$ are the bare nonlocal coefficients, $E_{loc}$ is the energy of $n$ in the local pseudopotential and $E_{II}$ is the ion-ion energy.

A homogeneous strain takes $\mathbf r$ to $(1+t\eta)\mathbf r$. The matrix $\eta$ is taken symmetric, because a rotation does not change the energy. A prime denotes $d/dt$ at $t=0$. The stress component along $\eta$ is defined by $\Omega\sigma_\eta=E'$, with $\Omega$ the cell volume. Tension is positive and the pressure is $p=-\mathrm{tr}\,\sigma/3$.

The volume changes as $\Omega'=\Omega\,\mathrm{tr}\,\eta$. Products of reciprocal vectors with lattice vectors must stay fixed, so $\mathbf G'=-\eta\mathbf G$. Atoms keep their fractional coordinates, hence $e^{-i\mathbf G\cdot\mathbf R_I}$ does not change.

The orbitals are $\phi_i=\Omega^{-1/2}\sum_{\mathbf G}c_{i\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, with the same integer labels of plane waves at every strain. The derivative is therefore that of the energy in this finite basis. A calculation at fixed cutoff energy changes the set of waves, and its energy slope agrees with this stress only when the basis is converged.

## What the usual formulas assume

Let $n(\mathbf G)=\Omega^{-1}\int_\Omega n\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ and $N(\mathbf G)=\Omega n(\mathbf G)$. For the smooth density,

$$N_s(\mathbf G)=\sum_i f_i\sum_{\mathbf K}c^*_{i\mathbf K}c_{i,\mathbf K+\mathbf G},$$

which contains no strain at fixed coefficients. In real space this is an affine deformation: the density is carried along with the cell and diluted by the change of volume.

The Hartree energy is

$$E_H=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|N(\mathbf G)|^2}{G^2}.$$

Three factors can change. The prefactor gives $(1/\Omega)'=-\mathrm{tr}\,\eta/\Omega$. From $(G^2)'=2\mathbf G\cdot\mathbf G'=-2\mathbf G\cdot\eta\mathbf G$ follows $(1/G^2)'=2\mathbf G\cdot\eta\mathbf G/G^4$. The third factor is $N$ itself. With $V_H(\mathbf G)=4\pi n(\mathbf G)/G^2$,

$$E_H'=A_H+\mathrm{Re}\sum_{\mathbf G}V_H^*(\mathbf G)N'(\mathbf G),$$

$$A_H=-\mathrm{tr}\,\eta\,E_H+4\pi\Omega\sum_{\mathbf G\ne0}|n(\mathbf G)|^2\frac{\mathbf G\cdot\eta\mathbf G}{G^4}.$$

The usual Hartree stress is $A_H$. It is the whole derivative when $N'=0$.

For xc, write $E_{xc}=\int F(n)\,d^3r$ with $F=n\varepsilon_{xc}$ and $v_{xc}=dF/dn$. Follow a point that moves with the cell. The volume element grows at the rate $\mathrm{tr}\,\eta$, and an affine density falls there at the rate $n\,\mathrm{tr}\,\eta$. Hence

$$A_{xc}=\mathrm{tr}\,\eta\int_\Omega n(\varepsilon_{xc}-v_{xc})\,d^3r .$$

Any further change $\delta n$ of the density adds $\int v_{xc}\,\delta n\,d^3r=\mathrm{Re}\sum_{\mathbf G} v_{xc}^*(\mathbf G)N'(\mathbf G)$, since $N'=\Omega\,\delta n(\mathbf G)$.

The local pseudopotential energy has the same structure. From $E_{loc}=\mathrm{Re}\sum_{\mathbf G} N^*(\mathbf G)V_{loc}(\mathbf G)$,

$$E_{loc}'=A_{loc}+\mathrm{Re}\sum_{\mathbf G}V_{loc}^*N',\qquad A_{loc}=\mathrm{Re}\sum_{\mathbf G}N^*V_{loc}'.$$

Thus the usual local stress $A_{loc}$ rests on the same assumption, and a repair confined to Hartree and xc would leave the total wrong.

## What a rigid cloud does

Each $Q_{nm}$ is a fixed function of the distance vector from its atom. The atom moves with the cell, but the function is not stretched. With $Q_{nm}(\mathbf G)=\int Q_{nm}(\mathbf x)e^{-i\mathbf G\cdot\mathbf x}d^3x$,

$$N_{aug}(\mathbf G)=\sum_{I,nm}\rho^I_{nm}Q_{nm}(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}.$$

The phase is constant, but $Q_{nm}$ is now sampled at a moved $\mathbf G$. By the product rule,

$$N_{aug}'=\sum_{I,nm}e^{-i\mathbf G\cdot\mathbf R_I}\left[(\rho^I_{nm})'Q_{nm}(\mathbf G)-\rho^I_{nm}(\eta\mathbf G)\cdot\nabla_{\mathbf G}Q_{nm}(\mathbf G)\right].$$

The first term, a change in how much of each function is present, belongs to the nonlocal stress treated below. The second is the one that the belief leaves out. Contracted with a potential $V$ it gives

$$C_\eta[V]=-\mathrm{Re}\sum_{\mathbf G}V^*(\mathbf G)\sum_{I,nm}\rho^I_{nm}e^{-i\mathbf G\cdot\mathbf R_I}(\eta\mathbf G)\cdot\nabla_{\mathbf G}Q_{nm}(\mathbf G).$$

Its meaning is clearer in real space. Differentiating the Fourier integral gives $\nabla_{\mathbf G}Q=-i\int\mathbf x\,Q\,e^{-i\mathbf G\cdot\mathbf x}d^3x$. Since $\eta$ is symmetric,

$$-(\eta\mathbf G)\cdot\nabla_{\mathbf G}Q=\int Q\,(\eta\mathbf x)\cdot(i\mathbf G)\,e^{-i\mathbf G\cdot\mathbf x}d^3x .$$

Now $i\mathbf G\,e^{-i\mathbf G\cdot\mathbf x}=-\nabla e^{-i\mathbf G\cdot\mathbf x}$. Integration by parts, with no surface term because $Q$ is localized, turns the right side into

$$\int e^{-i\mathbf G\cdot\mathbf x}\,\nabla\cdot(\eta\mathbf x\,Q)\,d^3x .$$

So the density change that the affine formulas miss is $+\nabla\cdot(\eta\mathbf x\,Q)$. The sign can be checked by continuity: stretching a cloud with the velocity field $\eta\mathbf x$ changes it by $-\nabla\cdot(\eta\mathbf x\,Q)$, and a rigid cloud needs that change undone. A second integration by parts moves the derivative onto the potential:

$$C_\eta[V]=-\sum_I\int n_I(\mathbf r)\,(\mathbf r-\mathbf R_I)\cdot\eta\,\nabla V(\mathbf r)\,d^3r .$$

Here $-\nabla V$ is the force on an electron, so $C_\eta$ is the virial of the forces on each augmentation cloud, taken about the cloud's own atom. A constant added to $V$ has no effect. The derivation does not require clouds on different atoms to be separate.

If $V$ varies slowly across a cloud, $\nabla V$ may be expanded about the atom. The dipole of $n_I$ then multiplies the gradient of $V$, and its second moments multiply the second derivatives. For a given charge this part shrinks as the cloud is made narrower. The potential made by the cloud itself is not slowly varying on that scale, and it behaves differently.

## The limit that exposes the error

Take one isolated rigid cloud in a cell so large that its images do not matter, and apply the uniform strain $\eta=1$. Neither the cloud nor its energy changes, so the stress must vanish. For a charged cloud in a periodic cell this limit is reached slowly: the Hartree energy of the images and the compensating background falls only as the inverse cell edge, and so does its strain derivative.

The affine Hartree formula says otherwise. With $\mathrm{tr}\,\eta=3$ and $\mathbf G\cdot\eta\mathbf G=G^2$, its second term is $2E_H$, so $A_H=-3E_H+2E_H=-E_H$. This is right for a cloud that swells with the cell and lowers its repulsion.

The correction for the rigid cloud, centred at the origin, is

$$C_1[V_H]=-\int n\,\mathbf x\cdot\nabla V_H\,d^3x=\iint n(\mathbf x)n(\mathbf y)\frac{\mathbf x\cdot(\mathbf x-\mathbf y)}{|\mathbf x-\mathbf y|^3}\,d^3x\,d^3y .$$

Exchanging the names $\mathbf x$ and $\mathbf y$ and averaging the two forms replaces the numerator by $\tfrac12|\mathbf x-\mathbf y|^2$. The integral becomes $\tfrac12\iint n(\mathbf x)n(\mathbf y)/|\mathbf x-\mathbf y|=E_H$, and the sum is zero, as it must be.

For xc, $n\nabla v_{xc}=\nabla(nv_{xc})-v_{xc}\nabla n=\nabla(nv_{xc}-F)$. Integrating by parts with $\nabla\cdot\mathbf x=3$,

$$C_1[v_{xc}]=-\int\mathbf x\cdot\nabla(nv_{xc}-F)\,d^3x=3\int(nv_{xc}-F)\,d^3x=-A_{xc}.$$

For a Gaussian cloud of one electron with standard deviation 0.5 bohr, radial quadrature gives a Hartree correction of 0.56419 hartree against an affine value of −0.56419. For xc the pair is −0.38966 and 0.38966 hartree. In this limit the error of either formula is as large as the formula's own result.

Narrower clouds do not cure this. Shrinking all lengths by a factor $\lambda$ at fixed charge multiplies $E_H$ by $\lambda$, because it contains one inverse distance, and the cloud's own Hartree correction grows with it.

## The complete stress

Two pieces remain: the changes of $\rho_{nm}$ and the strain dependence of $S$. Let $V=V_H+v_{xc}+V_{loc}$ and

$$D^I_{nm}=D^0_{nm}+\int V(\mathbf r)Q_{nm}(\mathbf r-\mathbf R_I)\,d^3r .$$

Differentiating $E$ with respect to $c_i^*$ gives $f_iHc_i$, with $H=-\tfrac12\nabla^2+V+\sum D^I_{nm}|\beta^I_n\rangle\langle\beta^I_m|$, and the orbitals solve $Hc_i=\varepsilon_iSc_i$. Let $\partial_t$ act at fixed coefficients. Then

$$E'=\partial_tE+\sum_i f_i\,2\,\mathrm{Re}\,(c_i')^\dagger Hc_i=\partial_tE+\sum_i f_i\varepsilon_i\,2\,\mathrm{Re}\,(c_i')^\dagger Sc_i .$$

Normalization must hold at every strain, so $2\,\mathrm{Re}\,(c_i')^\dagger Sc_i=-c_i^\dagger(\partial_tS)c_i$. The unknown response $c_i'$ is thereby eliminated:

$$E'=\partial_tE-\sum_i f_i\varepsilon_i\,c_i^\dagger(\partial_tS)c_i .$$

This is what stationarity delivers. The rigid-cloud term sits in $\partial_tE$ and survives.

The projections are $b^I_{ni}=\langle\beta^I_n|\phi_i\rangle=\Omega^{-1/2}\sum_{\mathbf G}c_{i\mathbf G}\beta_n^*(\mathbf G)e^{i\mathbf G\cdot\mathbf R_I}$. The projectors are rigid too, so at fixed coefficients

$$\partial_tb^I_{ni}=-\tfrac12\mathrm{tr}\,\eta\;b^I_{ni}-\Omega^{-1/2}\sum_{\mathbf G}c_{i\mathbf G}e^{i\mathbf G\cdot\mathbf R_I}(\eta\mathbf G)\cdot\nabla_{\mathbf G}\beta_n^*(\mathbf G).$$

Let $\delta\rho^{I,i}_{nm}=\partial_t(b^{I*}_{ni}b^I_{mi})$. The bare term contributes $D^0_{nm}\delta\rho_{nm}$, the first part of $N_{aug}'$ contributes $\delta\rho_{nm}\int VQ_{nm}$, and $S$ contributes $-\varepsilon_iq_{nm}\delta\rho_{nm}$; the $q_{nm}$ are constants because the $Q_{nm}$ are rigid. The kinetic energy $\tfrac12\sum f_i|c_{i\mathbf G}|^2G^2$ changes through $G^2$. Altogether

$$\Omega\sigma_\eta=-\sum_{i\mathbf G}f_i|c_{i\mathbf G}|^2\,\mathbf G\cdot\eta\mathbf G+A_H+A_{xc}+A_{loc}+E_{II}'+C_\eta[V]+\sum_{i,I,nm}f_i(D^I_{nm}-\varepsilon_iq_{nm})\,\delta\rho^{I,i}_{nm}.$$

Nothing is counted twice. The last sum changes the amounts $\rho_{nm}$ with the $Q_{nm}$ held; $C_\eta$ holds the amounts and keeps the shapes rigid. Using the dressed $D_{nm}$ in the nonlocal stress therefore does not supply $C_\eta$.

## A number

The example is a model with round parameters. Two Gaussian ions of charge 1 share two electrons in a cell with edges 7.0, 6.0 and 6.5 bohr. The vector between them, (1.8, 1.6, 1.2) bohr, has no special direction, so shear is present. Each ion carries one s and three p projectors. The $Q_{nm}$ are Gaussians of standard deviation 0.5 bohr times products of $1,x,y,z$, which include dipolar and quadrupolar shapes. The functional is Slater exchange with Wigner correlation. At self-consistency 0.229 of the 2 electrons are augmentation charge. The total energy includes the constant self-energies of the Gaussian ions, so its sign says nothing about binding.

For the mean stress, $\eta=1/3$, the terms without $C_\eta$ are, in hartree and in the order kinetic, Hartree, xc, local, ion-ion, nonlocal,

$$-0.075001-0.028348+0.121885+0.054211+0.122428-0.020440=0.174735 .$$

The rigid-cloud terms for Hartree, xc and local potential are

$$0.007982-0.009279-0.032569=-0.033866 .$$

The sum is 0.140869 hartree. Finite differences of total energies, re-converged at each strained cell, give the same 0.140869. Division by the volume of 273 bohr³ gives $5.160\times10^{-4}$ hartree/bohr³, or 15.18 GPa of tension. Without any rigid-cloud term the result is 18.83 GPa, too large by 3.65 GPa, which is 24% of the correct value. These numbers belong to a fixed set of 191 plane waves (cutoff 6 hartree in the unstrained cell). Raising the cutoff to 14 hartree lowers the mean stresses by about 0.04 GPa and moves the shear values given below by up to 0.02 GPa, while the 24% stays.

The split matters for judging the belief. Omitting the Hartree and xc corrections alone, with the local one kept, gives 15.32 GPa, an error of about 1% of the correct 15.18 GPa. The two have opposite signs here and nearly cancel: $0.007982-0.009279=-0.001297$ hartree. The opposite signs appear in the isolated cloud too, but nothing in the derivation makes the magnitudes nearly equal. For an isolated cloud of charge $q$ the Hartree correction goes as $q^2$ and the exchange part as $q^{4/3}$: for the one-electron cloud above they differ clearly, and for the same Gaussian they cancel only near $q=0.58$. In the model the near cancellation also depends on the width of the $Q_{nm}$; with standard deviation 0.25 bohr the same omission costs about 8%. Separately they are not small. With coefficients and $\rho_{nm}$ frozen, the Hartree derivative is −0.028348 hartree for affine clouds and −0.020366 for rigid ones, a change of 28% relative to the affine value. In this model most of the total error comes from the local potential, which the belief does not mention.

Shear gives the plainest evidence. For the $xy$ component, $\eta_{xy}=\eta_{yx}=\tfrac12$ and $\mathrm{tr}\,\eta=0$, so the usual LDA formula gives no xc stress at all. The frozen xc energy nevertheless has the slope 0.000997 hartree, equal to the rigid-cloud term. The rigid clouds thus give LDA a shear stress that no isotropic xc pressure can represent. The full $xy$ stress is −3.35 GPa; it becomes −3.21 GPa without the Hartree and xc corrections, and −3.69 GPa without all three.

The numerical check tests the total against re-converged energies for mean, $zz$ and $xy$ strain. It also tests the affine and rigid derivatives of the frozen Hartree and xc energies separately, and the reciprocal-space form of $C_\eta[V]$, with the full potential, against the real-space virial; the local terms are checked only as parts of these sums.

## Where the usual formulas suffice, and where more is needed

With norm-conserving pseudopotentials and no other rigid charge in the density, every $Q_{nm}$ is absent, $C_\eta$ vanishes and the usual formulas are complete. That is why routines written for that case can be correct there and fail here.

A partial core density $n_c$, added to $n$ inside $E_{xc}$, is also a rigid cloud. If $A_{xc}$ is evaluated with $n+n_c$, the same argument adds the virial of $-\nabla v_{xc}$ on each core cloud. There is no Hartree counterpart, because $n_c$ does not enter $E_H$.

A gradient-corrected functional $F(n,s)$ with $s=|\nabla n|^2$ needs one more affine term. Under affine strain the gradient, followed at a moving point, changes by $-\mathrm{tr}\,\eta\,\nabla n-\eta\nabla n$. The trace parts combine into the earlier form of $A_{xc}$ with the full potential $v_{xc}=\partial F/\partial n-2\nabla\cdot[(\partial F/\partial s)\nabla n]$, and what remains is

$$-2\int\frac{\partial F}{\partial s}\,\nabla n\cdot\eta\nabla n\,d^3r .$$

This term is itself affine and does not replace $C_\eta$, which must then contain the full $v_{xc}$. The program does not test these last two extensions.

For the decision at the start, the existing Hartree, xc and local routines can be kept and given the augmented density, provided that $C_\eta[V_H+v_{xc}+V_{loc}]$ is added once. The nonlocal routine cannot be kept as it is: it must use $D^I_{nm}-\varepsilon_iq_{nm}$ in place of the bare $D^0_{nm}$, as in the complete formula above. A sound check is the slope of re-converged energies at a fixed set of plane waves, taken for a shear as well as for a change of volume.

## Values computed for the example and the checks

```
cell edges (bohr): 7.0 6.0 6.5  bond vector (bohr): 1.8 1.6 1.2
ion charge 1.0 e, ion width 0.8 bohr
projector width 0.8 bohr, Q width 0.5 bohr
integrated Q: s 0.3, p 0.2 electrons
bare D: s 0.2, p 0.1 hartree
cutoff 6.0 hartree, plane waves 191, grid 24^3
cell volume 273.000 bohr^3
total energy 0.088044 hartree, eigenvalue -0.261718 hartree
smooth charge 1.77118 electrons
augmentation charge 0.22882 electrons
E_H 0.085043 hartree, E_xc -0.426306 hartree
[mean] strain derivatives in hartree:
  kinetic -0.075001; Hartree affine -0.028348; xc affine 0.121885
  local affine 0.054211; ion-ion 0.122428; nonlocal -0.020440
  Hartree rigid-Q 0.007982; xc rigid-Q -0.009279; local rigid-Q -0.032569
  frozen Hartree: affine -0.028348, rigid -0.020366
  frozen xc: affine 0.121885, rigid 0.112606
  all rigid-Q -0.033866, by real-space virial -0.033866
  total analytic 0.140869, energy differences 0.140869
  stress (GPa): correct 15.18, no H+xc correction 15.32, no rigid-Q terms 18.83
[zz] strain derivatives in hartree:
  kinetic -0.088630; Hartree affine -0.019918; xc affine 0.121885
  local affine 0.002925; ion-ion 0.185671; nonlocal -0.019556
  Hartree rigid-Q 0.009074; xc rigid-Q -0.009727; local rigid-Q -0.034465
  frozen Hartree: affine -0.019918, rigid -0.010844
  frozen xc: affine 0.121885, rigid 0.112158
  all rigid-Q -0.035118, by real-space virial -0.035118
  total analytic 0.147259, energy differences 0.147259
  stress (GPa): correct 15.87, no H+xc correction 15.94, no rigid-Q terms 19.65
[xy] strain derivatives in hartree:
  kinetic 0.011077; Hartree affine -0.005695; xc affine 0.000000
  local affine 0.052559; ion-ion -0.091047; nonlocal -0.001173
  Hartree rigid-Q -0.002300; xc rigid-Q 0.000997; local rigid-Q 0.004539
  frozen Hartree: affine -0.005695, rigid -0.007994
  frozen xc: affine 0.000000, rigid 0.000997
  all rigid-Q 0.003236, by real-space virial 0.003236
  total analytic -0.031042, energy differences -0.031042
  stress (GPa): correct -3.35, no H+xc correction -3.21, no rigid-Q terms -3.69
isolated unit cloud, width 0.5 bohr, eta = identity, in hartree:
  Hartree: affine -0.56419, correction 0.56419
  xc: affine 0.38966, correction -0.38966
```
